**Survival of an ion leaving a surface with an exponential neutralization rate**

The program tests $P=\exp[-A/(av)]$ for an ion that starts charged at height $z=0$ and leaves at constant normal speed $v$. The neutralization rate is $A\exp(-az)$, with $A$ the rate at $z=0$ and $1/a$ its decay length. Assertions compare the formula with numerical solution of the rate equation at three energies, a product of short-step survivals and a simulation of 200000 random ions. Further assertions cover finite start and end heights, the median neutralization height, an oblique exit and the incoming path. An amplitude model with a Lorentzian continuum is asserted to approach the rate result with an error linear in the memory time. For $A=4\ \mathrm{fs^{-1}}$, $a=20\ \mathrm{nm^{-1}}$ and a helium ion of 1500 eV, the output gives $P=0.475$. The neglected effects, sized one at a time with assumed parameters, give values from 0.476 to 0.579, the largest shift coming from a rate that levels off near the surface.

## Numerical verification

```python
"""Survival of an ion leaving a surface.
Result under test: P = exp(-A/(a v)) for an ion that starts charged at z = 0,
moves outward at constant normal speed v, and is neutralized at the rate
A exp(-a z), without reionization.
Symbols: z height (nm), t time (fs), A rate at z = 0 (1/fs),
a inverse decay length (1/nm), v normal speed (nm/fs), E energy (eV).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

A = 4.0
a = 20.0
E_out = 1500.0
E_in = 2000.0
mass = sc.physical_constants["alpha particle mass"][0] + sc.m_e


def speed(energy_eV):
    """Speed of a helium ion in nm/fs."""
    return np.sqrt(2 * energy_eV * sc.e / mass) * 1e-6


def formula(v, z0=0.0, z1=np.inf):
    return np.exp(-A / (a * v) * (np.exp(-a * z0) - np.exp(-a * z1)))


def solve_rate_equation(z0, velocity, duration):
    """Numerical solution of dP/dt = -A exp(-a z(t)) P."""
    sol = solve_ivp(lambda t, p: -A * np.exp(-a * (z0 + velocity * t)) * p,
                    (0, duration), [1.0], rtol=1e-10, atol=1e-13,
                    max_step=duration / 200)
    return sol.y[0, -1]


v = speed(E_out)
P = formula(v)
exponent = A / (a * v)
T = 40 / (a * v)          # time after which the rate is negligible

# Rate equation at several energies
energies = [500.0, 1500.0, 5000.0]
for energy in energies:
    u = speed(energy)
    assert abs(solve_rate_equation(0, u, 40 / (a * u)) - formula(u)) < 1e-7

# Finite start and end heights
z_start, z_end = 0.05, 0.12
P_part = solve_rate_equation(z_start, v, (z_end - z_start) / v)
assert abs(P_part - formula(v, z_start, z_end)) < 1e-7
P_start = solve_rate_equation(z_start, v, T)
assert abs(P_start - formula(v, z_start)) < 1e-7

# Explicit product of survivals over short steps (error linear in the step)
steps = 200000
dt = T / steps
t_mid = (np.arange(steps) + 0.5) * dt
P_product = np.prod(1 - A * np.exp(-a * v * t_mid) * dt)
assert abs(P_product - P) < 1e-4

# Random events: trial events at rate A, accepted with probability exp(-a z)
rng = np.random.default_rng(7)
n_ions = 200000
times = np.zeros(n_ions)
active = np.arange(n_ions)
neutral_heights = []
while active.size:
    times[active] += rng.exponential(1 / A, active.size)
    heights = v * times[active]
    accepted = rng.random(active.size) < np.exp(-a * heights)
    neutral_heights.append(heights[accepted])
    active = active[(~accepted) & (times[active] < T)]
neutral_heights = np.concatenate(neutral_heights)
P_random = 1 - neutral_heights.size / n_ions
sigma = np.sqrt(P * (1 - P) / n_ions)
assert abs(P_random - P) < 5 * sigma
z_median = -np.log(1 + np.log((1 + P) / 2) / exponent) / a
median_random = np.median(neutral_heights)
assert abs(median_random - z_median) < 7e-4   # about five standard errors

# Height below which 90 percent of the exponent is collected
z90 = np.log(10) / a
share = -np.log(solve_rate_equation(0, v, z90 / v)) / exponent
assert abs(share - 0.9) < 1e-6

# Oblique exit: integrate the rate along the slanted path
theta = np.radians(60)
path_integral = quad(lambda s: A * np.exp(-a * s * np.cos(theta)) / v,
                     0, 80 / a, epsabs=1e-12, limit=200)[0]
P_oblique = formula(v * np.cos(theta))
assert abs(np.exp(-path_integral) - P_oblique) < 1e-8

# Incoming path from far away down to z = 0
v_in = speed(E_in)
P_in = solve_rate_equation(40 / a, -v_in, 40 / (a * v_in))
assert abs(P_in - np.exp(-A / (a * v_in))) < 1e-7

# Neglected effect: image attraction, final energy held fixed
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9    # eV nm
image_offset = 0.1                                   # nm, saturates potential
image_depth = coulomb / 4 / image_offset
image_exponent = quad(
    lambda z: A * np.exp(-a * z)
    / (v * np.sqrt(1 + coulomb / 4 / (z + image_offset) / E_out)),
    0, 40 / a, epsabs=1e-12, limit=200)[0]
P_image = np.exp(-image_exponent)

# Neglected effect: repulsion by the struck atom, universal screened potential
Z_ion, Z_target = 2, 26
bohr = sc.physical_constants["Bohr radius"][0] * 1e9
screening = 0.8854 * bohr / (Z_ion**0.23 + Z_target**0.23)
weights = np.array([0.1818, 0.5099, 0.2802, 0.02817])
decays = np.array([3.2, 0.9423, 0.4029, 0.2016])


def repulsion(r):
    return (Z_ion * Z_target * coulomb / r
            * np.sum(weights * np.exp(-decays * r / screening)))


def repulsive_exponent(energy):
    """Head-on path from the turning point; r = r_turn + w^2."""
    r_turn = brentq(lambda r: repulsion(r) - energy, 1e-8, 0.5, xtol=1e-15)

    def integrand(w):
        r = r_turn + w * w
        kinetic = max(1 - repulsion(r) / energy, 1e-14)
        return 2 * w * A * np.exp(-a * r) / (speed(energy) * np.sqrt(kinetic))
    value = quad(integrand, 0, np.sqrt(40 / a), epsabs=1e-9, limit=300)[0]
    return r_turn, value


# With a very fast ion the repulsion must cease to matter
fast = 1e7
assert abs(repulsive_exponent(fast)[1] * a * speed(fast) / A - 1) < 0.01
r_turn, rep_exponent = repulsive_exponent(E_out)
P_repulsion = np.exp(-rep_exponent)

# Neglected effect: rate constant below a given height
z_flat = 0.05
flat_exponent = quad(lambda z: A * np.exp(-a * max(z, z_flat)) / v,
                     0, 40 / a, points=[z_flat], epsabs=1e-12, limit=200)[0]
P_flat = np.exp(-flat_exponent)

# Neglected effect: reionization of shorter range
B, b = 0.1 * A, 2 * a


def two_way(t, p):
    z = v * t
    return -A * np.exp(-a * z) * p + B * np.exp(-b * z) * (1 - p)


P_reion = solve_ivp(two_way, (0, T), [1.0], rtol=1e-10, atol=1e-13,
                    max_step=T / 200).y[0, -1]


# Neglected effect: memory of a Lorentzian continuum.
# c is the ion amplitude, d the amplitude of the damped continuum mode.
def memory_survival(tau):
    def rhs(t, y):
        g = np.sqrt(A * np.exp(-a * v * t) / (2 * tau))
        return [-g * y[1], g * y[0] - y[1] / tau]
    sol = solve_ivp(rhs, (0, T), [1.0, 0.0], method="Radau",
                    rtol=1e-8, atol=1e-11)
    return sol.y[0, -1]**2


error_long = memory_survival(0.002) - P
error_short = memory_survival(0.001) - P
assert abs(error_long) < 2e-3
assert 1.8 < error_long / error_short < 2.2   # error linear in memory time
width = 20.0
tau = 2 * sc.hbar / sc.e * 1e15 / width
P_memory = memory_survival(tau)

print(f"Rate at surface A = {A:.1f} 1/fs")
print(f"Inverse decay length a = {a:.1f} 1/nm")
print(f"Decay length 1/a = {1/a:.3f} nm")
print(f"Outgoing normal energy = {E_out:.0f} eV")
print(f"Outgoing normal speed v = {v:.4f} nm/fs")
print(f"Same speed = {v*1e6:.3e} m/s")
print(f"Characteristic speed A/a = {A/a:.4f} nm/fs")
print(f"Interaction time 1/(a v) = {1/(a*v):.4f} fs")
print(f"Exponent A/(a v) = {exponent:.4f} (no unit)")
print(f"Survival probability P, formula = {P:.4f} (no unit)")
print(f"P, product of {steps} steps = {P_product:.4f} (no unit)")
print(f"P, {n_ions} random ions = {P_random:.4f} (no unit)")
print(f"Standard error of random P = {sigma:.4f} (no unit)")
for energy in energies:
    print(f"P at {energy:.0f} eV = {formula(speed(energy)):.4f} (no unit)")
print(f"Height with 90 % of exponent = {z90:.4f} nm")
print(f"Median neutralization height, formula = {z_median:.4f} nm")
print(f"Median neutralization height, random = {median_random:.4f} nm")
print(f"P for start at {z_start:.2f} nm = {P_start:.4f} (no unit)")
print(f"P from {z_start:.2f} to {z_end:.2f} nm = {P_part:.4f} (no unit)")
print(f"P for exit at 60 degrees to normal = {P_oblique:.4f} (no unit)")
print(f"Incoming normal energy = {E_in:.0f} eV")
print(f"Incoming speed = {v_in:.4f} nm/fs")
print(f"Incoming survival = {P_in:.4f} (no unit)")
print(f"Round-trip survival = {P_in*P:.4f} (no unit)")
print("Neglected effects, one at a time:")
print(f"Image offset = {image_offset:.2f} nm")
print(f"Image potential depth at z = 0: {image_depth:.2f} eV")
print(f"P with image attraction = {P_image:.4f} (no unit)")
print(f"Target atomic number = {Z_target} (no unit)")
print(f"Screening length = {screening:.4f} nm")
print(f"Turning point from nucleus = {r_turn:.4f} nm")
print(f"Repulsion at 0.05 nm = {repulsion(0.05):.0f} eV")
print(f"P with atomic repulsion = {P_repulsion:.4f} (no unit)")
print(f"Rate held constant below = {z_flat:.2f} nm")
print(f"P with levelled rate = {P_flat:.4f} (no unit)")
print(f"Reionization rate at surface = {B:.2f} 1/fs")
print(f"Reionization inverse decay length = {b:.1f} 1/nm")
print(f"Final ion fraction with reionization = {P_reion:.4f} (no unit)")
print(f"Continuum full width = {width:.0f} eV")
print(f"Continuum memory time = {tau:.4f} fs")
print(f"P with continuum memory = {P_memory:.4f} (no unit)")
print(f"Memory error at 0.002 fs = {error_long:.2e} (no unit)")
print(f"Memory error at 0.001 fs = {error_short:.2e} (no unit)")
print("ALL CHECKS PASSED")
```

Output:

```
Rate at surface A = 4.0 1/fs
Inverse decay length a = 20.0 1/nm
Decay length 1/a = 0.050 nm
Outgoing normal energy = 1500 eV
Outgoing normal speed v = 0.2689 nm/fs
Same speed = 2.689e+05 m/s
Characteristic speed A/a = 0.2000 nm/fs
Interaction time 1/(a v) = 0.1859 fs
Exponent A/(a v) = 0.7437 (no unit)
Survival probability P, formula = 0.4754 (no unit)
P, product of 200000 steps = 0.4754 (no unit)
P, 200000 random ions = 0.4738 (no unit)
Standard error of random P = 0.0011 (no unit)
P at 500 eV = 0.2758 (no unit)
P at 1500 eV = 0.4754 (no unit)
P at 5000 eV = 0.6654 (no unit)
Height with 90 % of exponent = 0.1151 nm
Median neutralization height, formula = 0.0263 nm
Median neutralization height, random = 0.0265 nm
P for start at 0.05 nm = 0.7607 (no unit)
P from 0.05 to 0.12 nm = 0.8137 (no unit)
P for exit at 60 degrees to normal = 0.2260 (no unit)
Incoming normal energy = 2000 eV
Incoming speed = 0.3105 nm/fs
Incoming survival = 0.5252 (no unit)
Round-trip survival = 0.2496 (no unit)
Neglected effects, one at a time:
Image offset = 0.10 nm
Image potential depth at z = 0: 3.60 eV
P with image attraction = 0.4757 (no unit)
Target atomic number = 26 (no unit)
Screening length = 0.0142 nm
Turning point from nucleus = 0.0177 nm
Repulsion at 0.05 nm = 151 eV
P with atomic repulsion = 0.5132 (no unit)
Rate held constant below = 0.05 nm
P with levelled rate = 0.5786 (no unit)
Reionization rate at surface = 0.40 1/fs
Reionization inverse decay length = 40.0 1/nm
Final ion fraction with reionization = 0.4806 (no unit)
Continuum full width = 20 eV
Continuum memory time = 0.0658 fs
P with continuum memory = 0.5184 (no unit)
Memory error at 0.002 fs = 1.20e-03 (no unit)
Memory error at 0.001 fs = 5.99e-04 (no unit)
ALL CHECKS PASSED
```
